# Time-Step Limit for Explicit Biharmonic Smoothing of Ion-Eroded Surfaces

Take a surface with a ripple of amplitude 1 nm and wavelength 40 nm, add a checkerboard disturbance of $10^{-6}$ nm, and let the surface smooth itself numerically on a 1 nm grid. After 400 explicit time steps of 0.32 ms, the ripple has barely changed, but the checkerboard has grown to about 140 nm. With steps of 0.31 ms it shrinks to $1.6\times10^{-9}$ nm instead. The equation being solved damps every wave, so the growth is produced by the time stepping. In a simulation of ion-beam patterning it would bury the physical ripples.

The equation is

$$\frac{\partial h}{\partial t}=-B\nabla^4h,\qquad B=100\ \mathrm{nm^4/s},$$

where $h(x,y,t)$ is the surface height and $B>0$ is constant. The grid is square and periodic, with spacing $a=1$ nm. The question is how large the time step $\Delta t$ may be before some wave on the grid grows.

## Back-of-envelope argument

A wave of wavenumber $k$ decays at the rate $Bk^4$. Explicit (forward) Euler integration uses the rate at the start of a step for the whole step, so it multiplies the amplitude by $1-Bk^4\Delta t$. If $Bk^4\Delta t>2$, this factor is below $-1$: the step overshoots zero by more than the original amplitude. The fastest-decaying wave therefore sets the limit.

The shortest wave on the grid alternates in sign from point to point along both axes, so $k_x=k_y=\pi/a$ and $k^2=2\pi^2/a^2$. Then $k^4=4\pi^4/a^4$, and

$$\Delta t\lesssim\frac{2}{B}\,\frac{a^4}{4\pi^4}=\frac{a^4}{2\pi^4B}\approx0.051\ \mathrm{ms}.$$

This has the right dependence on $a$ and $B$. Its weak point is the use of the continuum rate for a wave that has only two grid points per period. A finite-difference formula sees such a wave differently, and the fourth power magnifies the difference.

## Controlled derivation

**The stencil.** Let $S$ be the operator that adds the values at the four nearest neighbours of a point. The five-point Laplacian is

$$\Delta_a=\frac{S-4}{a^2}.$$

The standard discrete biharmonic applies it twice:

$$\Delta_a^2=\frac{S^2-8S+16}{a^4}.$$

The operator $S^2$ takes two successive unit steps. Four of the sixteen two-step paths return to the starting point. Each of the four diagonal neighbours is reached by two paths, and each of the four points two spacings away along an axis by one. The weights, in units of $1/a^4$, are therefore $4+16=20$ at the centre, $-8$ at each nearest neighbour, $2$ at each diagonal neighbour and $1$ at each point two spacings away. This is the 13-point stencil.

**Its eigenvalues.** On the grid wave $e^{i(k_xx+k_yy)}$, the two neighbours along $x$ contribute $e^{ik_xa}+e^{-ik_xa}=2\cos k_xa$, and likewise along $y$. Hence $\Delta_a$ has the eigenvalue $-L$, with

$$L=\frac{4-2\cos k_xa-2\cos k_ya}{a^2}
=\frac{4}{a^2}\left[\sin^2\frac{k_xa}{2}+\sin^2\frac{k_ya}{2}\right],$$

where $1-\cos\theta=2\sin^2(\theta/2)$ was used. Applying the Laplacian twice squares its eigenvalue, so the biharmonic has the eigenvalue $\mu=L^2\ge0$.

**One time step.** Forward Euler gives $h^{n+1}=h^n-B\Delta t\,\Delta_a^2h^n$. Each wave is multiplied by

$$G=1-B\Delta t\,L^2 .$$

The grid waves are mutually orthogonal, so the sum of $h^2$ over the grid is proportional to the sum of the squared wave amplitudes. If $|G|\le1$ for every wave, this sum cannot grow. If $|G|>1$ for one wave, a disturbance of that shape does grow. The condition is therefore both sufficient and necessary.

Since $L^2\ge0$, $G$ never exceeds $1$. The remaining requirement is $G\ge-1$, or $B\Delta t\,L^2\le2$, for the largest $L$. Both squared sines reach $1$ at $k_x=k_y=\pi/a$, which gives $L=8/a^2$ and $\mu_{\max}=64/a^4$. Thus

$$\boxed{\Delta t\le\frac{2}{64B/a^4}=\frac{a^4}{32B}}$$

For the stated values, the fastest smoothing rate is $64\times100=6400\ \mathrm{s^{-1}}$, and

$$\Delta t_{\max}=\frac{2}{6400\ \mathrm{s^{-1}}}=0.3125\ \mathrm{ms}.$$

Rounded down, this is 0.31 ms. As a test, the 13-point weights were assembled into a matrix for a periodic grid of 12 by 12 points and diagonalized numerically. The largest eigenvalue is $64.0000\ \mathrm{nm^{-4}}$, and its eigenvector is the checkerboard.

At the limit itself $G=-1$ for the checkerboard, which then changes sign at each step without decaying. For no wave to change sign, $G\ge0$ is needed, which halves the permitted step to about 0.156 ms.

**Odd grids and one dimension.** A periodic grid with an odd number $N$ of points per side cannot hold a perfect checkerboard. The allowed wavenumbers satisfy $ka=2\pi m/N$ with integer $m$, and the one nearest to $\pi$ has $m=(N-1)/2$. Then $ka/2=\pi/2-\pi/(2N)$ and $\sin(ka/2)=\cos(\pi/2N)$, so

$$\mu_{\max}=\frac{64}{a^4}\cos^4\frac{\pi}{2N}.$$

For $N=11$ the limit is 0.326 ms, and it tends to 0.3125 ms as $N$ increases.

In one dimension only one squared sine is present. Then $L_{\max}=4/a^2$, $\mu_{\max}=16/a^4$ and $\Delta t_{\max}=a^4/(8B)=1.25$ ms. A step chosen from a one-dimensional trial can therefore be four times too long in two dimensions.

## Comparison

The rough estimate is too small by the factor

$$\frac{4\pi^4/a^4}{64/a^4}=\frac{\pi^4}{16}\approx6.1 .$$

For the alternating wave, the finite difference replaces $k_x^2=\pi^2/a^2\approx9.87/a^2$ by $4/a^2$. The biharmonic squares this ratio. The rough estimate is not wrong for every method: if the biharmonic is evaluated by Fourier transform, the decay rate is the continuum one, and 0.0513 ms is the actual Euler limit on an even grid, provided the highest wavenumber $\pi/a$ is kept in the multiplier $k^4$.

Another finite-difference formula gives yet another number. Consider the nine-point Laplacian with weights $-20$, $4$ and $1$ at the centre, nearest and diagonal points, all divided by $6a^2$. With $c_x=\cos k_xa$ and $c_y=\cos k_ya$, its eigenvalue is

$$\frac{8(c_x+c_y)+4c_xc_y-20}{6a^2}.$$

This is linear in each cosine separately, so its extremes lie where both cosines are $\pm1$. The values there are $0$, $-4/a^2$ and $-16/(3a^2)$. The last has the largest magnitude and belongs to the checkerboard. Squaring it gives $\mu_{\max}=256/(9a^4)$ and a limit of 0.703 ms. The figure of 0.31 ms thus belongs to the 13-point stencil, and a different discretization needs its own largest eigenvalue.

The two runs described at the start follow the derived factor. At 0.31 ms it is $1-6400\times0.00031=-0.984$, and $0.984^{400}\approx1.6\times10^{-3}$. At 0.32 ms it is $-1.048$, and $1.048^{400}\approx1.4\times10^{8}$. Meanwhile the ripple amplitude ends at about 0.99 nm in both runs. Looking at the ripple alone would give no warning.

## Stability, accuracy and cost

The ripple is resolved far better than the stability limit might suggest. For a wave along $x$ with small $ka$, expanding the sine gives $L\approx k^2(1-k^2a^2/12)$, and hence

$$L^2\approx k^4\left(1-\frac{k^2a^2}{6}\right).$$

At a wavelength of 40 nm, the smoothing rate on the grid is 0.41% below the continuum rate. The time step is therefore dictated by waves that carry no useful information about the ripple.

The limit varies as $a^4$. Halving the spacing to 0.5 nm reduces it to 0.0195 ms, while doubling it to 2 nm raises it to 5.0 ms. For a fixed area and duration, the number of grid points varies as $a^{-2}$ and the number of steps as $a^{-4}$, so the work varies as $a^{-6}$. Ten minutes of erosion at 1 nm spacing takes

$$\frac{600\ \mathrm{s}}{0.3125\times10^{-3}\ \mathrm{s}}=1.92\times10^6$$

steps. At 2 nm spacing the number is 16 times smaller, and by the expansion above the grid error at the ripple wavelength rises only to about 1.6%.

## Adding the instability that makes a pattern

Smoothing alone makes no pattern. In the simplest linear model of ion erosion, with the same coefficient in both directions, a curvature term opposes it:

$$\frac{\partial h}{\partial t}=-\nu\nabla^2h-B\nabla^4h,\qquad \nu>0 .$$

A wave now grows at the rate $\sigma=\nu k^2-Bk^4$. Setting the derivative with respect to $k^2$ to zero gives $k^2=\nu/(2B)$, so the fastest-growing wavelength is $2\pi\sqrt{2B/\nu}$ and its growth rate is $\nu^2/(4B)$. To obtain 40 nm, one needs

$$\nu=2B\left(\frac{2\pi}{40\ \mathrm{nm}}\right)^2=4.93\ \mathrm{nm^2/s}.$$

The amplitude then grows by a factor $e$ in $4B/\nu^2=16.4$ s. Equal coefficients in both directions select this wavelength but no orientation; a preferred orientation can come from a curvature or smoothing coefficient that differs between the two axes.

Requiring $|G|\le1$ for all waves would now be wrong, because some waves should grow. The useful requirement is that the time stepping does not amplify any wave that the grid equation damps. On the grid $\sigma=\nu L-BL^2$, which is negative for $L>\nu/B$. In that range the damping rate $BL^2-\nu L$ increases with $L$, since its derivative $2BL-\nu$ is positive. The checkerboard again sets the limit:

$$\Delta t\le\frac{2}{64B/a^4-8\nu/a^2}
=\frac{2}{(6400-39.5)\ \mathrm{s^{-1}}}=0.3144\ \mathrm{ms}.$$

The instability changes the limit by 0.6%, although no pattern would form without it.

## Slopes and drift

The term $-B\nabla^4h$ is the small-slope form of surface diffusion. To see what a slope does, write $\mathbf p=\nabla h$, $q=1+|\mathbf p|^2$ and $K=\nabla\cdot(\mathbf p/\sqrt q)$. With isotropic surface properties, the full law is

$$\frac{\partial h}{\partial t}=-B\,\nabla\cdot\left[\sqrt q\left(\nabla K-\frac{\mathbf p\,(\mathbf p\cdot\nabla K)}{q}\right)\right].$$

Put $h=sx+u$ with small $u$, and let $g=1+s^2$. The plane has $K=0$, so to first order in $u$ the factors multiplying $\nabla K$ keep their values on the plane. Varying $\mathbf p/\sqrt q$ gives $u_x(1-s^2/g)/\sqrt g=u_x/g^{3/2}$ along $x$ and $u_y/\sqrt g$ along $y$. Therefore

$$K=\frac{1}{\sqrt g}\left(\frac{u_{xx}}{g}+u_{yy}\right),\qquad
\frac{\partial u}{\partial t}=-B\sqrt g\left(\frac{K_{xx}}{g}+K_{yy}\right).$$

The square roots cancel, leaving

$$\frac{\partial u}{\partial t}=-B\left(\frac1g\partial_x^2+\partial_y^2\right)^2u .$$

If each second derivative is replaced by the three-point second difference used above, it has magnitude $4/a^2$ for the checkerboard, so $\mu_{\max}=(4/g+4)^2/a^4$. With $s=0.3$ and $g=1.09$, the limit rises to 0.340 ms, about 9% above the flat-surface value. This holds for a uniform tilt and for these compact differences; a scheme built from nested central first differences does not act on the checkerboard at all and has a different limit. A rippled surface also has flat crests and troughs, so it is prudent not to use the extra margin.

Erosion that depends on slope adds a term $(\lambda/2)|\nabla h|^2$. On the same tilt its linear part is $\lambda s\,\partial_xu$, which makes waves drift. With central differences the drift frequency is $\lambda s\sin(k_xa)/a$. For $\lambda=1$ nm/s it is at most $0.3\ \mathrm{s^{-1}}$, or $4.7\times10^{-5}$ of the fastest smoothing rate, and it vanishes for the checkerboard.

Drift does expose a separate weakness of forward Euler. For a simple estimate, ignore the effect of the tilt on smoothing. A wave with $k^2=\nu/B$ then neither grows nor decays in the linear model, but if it drifts at angular frequency $b$, then $|G|^2=1+b^2\Delta t^2>1$. It grows falsely at the rate $\ln(1+b^2\Delta t^2)/(2\Delta t)\approx b^2\Delta t/2$. For such a wave along $x$, $b=\lambda sk\approx0.067\ \mathrm{s^{-1}}$, and at the 0.3125 ms step the false rate is $6.9\times10^{-7}\ \mathrm{s^{-1}}$. Over 600 s it would amount to about 0.04% in amplitude. The spatial grid matters far more for this wave: because $L$ is slightly smaller than $k^2$, the grid rate $\nu L-BL^2$ is about $10^{-3}\ \mathrm{s^{-1}}$ instead of zero, even without drift. The tilt that was ignored matters more still. At fixed $\nu$ it weakens the smoothing along $x$ by $1/g^2$, which gives this wave a growth rate $Bk^4(1-1/g^2)\approx0.039\ \mathrm{s^{-1}}$. The neutral wave then moves to $k^2=g^2\nu/B$, where the false rate is about $8\times10^{-7}\ \mathrm{s^{-1}}$, so the order of magnitude of the estimate stands. These estimates belong to the linear model only. In the same 600 s that model would amplify the fastest-growing wave by $e^{36.5}$, so in a real run the slopes would not stay small and nonlinear terms would take over well before the end. With $\lambda=1$ nm/s the quadratic term balances the growth only at slopes of order $\nu k/\lambda$, that is of order one, where the small-slope smoothing term and the slope of 0.3 assumed above no longer apply.

## Relation to a real surface

The values of $B$, $\lambda$ and the slope are round choices, not measured properties of a material; $B$ in particular can depend strongly on temperature and ion flux. An ion of roughly keV energy deposits that energy over a region a few nanometres wide, so the checkerboard on a 1 nm grid lies below the scale at which a smooth continuum law can be trusted. It limits the computation without describing real surface motion. A real process may also break the assumption of constant $B$. If smoothing is thermally activated surface diffusion, with $B\propto e^{-E/k_{\mathrm B}T}/T$ and a rough barrier $E=1$ eV, heating from 600 K to 610 K multiplies $B$ by 1.35. The limit falls to 0.231 ms. A run at 0.31 ms that was stable at 600 K would then multiply the checkerboard by about $-1.7$ at each step. When $B$ varies during a process, a fixed step chosen for its largest value keeps every step within the limit. The numerical output below lists the main values.

## Values computed for the example and the checks

```
grid spacing a = 1.0 nm
smoothing coefficient B = 100 nm^4/s
largest biharmonic eigenvalue = 64.0000 nm^-4
fastest smoothing rate = 6400.0 1/s
checkerboard overlap of top mode = 1.000000
limit from matrix = 0.3125 ms
limit from formula = 0.3125 ms
limit, odd grid with 11 points per side = 0.3256 ms
limit in one dimension = 1.2500 ms
limit, squared nine-point Laplacian = 0.7031 ms
limit, Fourier biharmonic = 0.0513 ms
limit at spacing 0.5 nm = 0.0195 ms
limit at spacing 2.0 nm = 5.0000 ms
ripple wavelength = 40 nm
curvature coefficient nu = 4.935 nm^2/s
ripple amplitude growth time = 16.43 s
erosion time = 600 s
Euler steps at the limit = 1.920e+06
test run: steps = 400, start ripple = 1 nm
test run: start checkerboard = 1.0e-06 nm
dt = 0.31 ms: checkerboard factor = -0.9840
  final checkerboard = 1.578e-09 nm
  final ripple = 0.9925 nm
dt = 0.32 ms: checkerboard factor = -1.0480
  final checkerboard = 1.395e+02 nm
  final ripple = 0.9923 nm
grid error of ripple smoothing rate = -0.410 %
limit with curvature instability = 0.3144 ms
surface slope = 0.3
limit on uniform tilt = 0.3400 ms
nonlinear coefficient = 1.0 nm/s
largest drift rate / smoothing rate = 4.69e-05
false growth rate of neutral wave = 6.94e-07 1/s
base temperature = 600 K, rise = 10 K
thermal barrier = 1.0 eV
B ratio after temperature rise = 1.351
limit after temperature rise = 0.2314 ms
```
